# Fermi contact densities from scalar-relativistic orbitals

## Question

I want the magnetic hyperfine field of an s electron in a heavy atom. My test case is the hydrogen-like mercury ion, $Z=80$, with a point nucleus and s-type Gaussians. I solve the spin-free Dirac equation, take the 1s orbital $\phi$, and insert $|\phi(0)|^2$ into the usual Fermi contact formula. My reasoning is that relativity changes the orbital, the orbital is now relativistic, and so the contact term should be fine.

The energy behaves well: my largest basis gives $-3532.19$ hartree, which agrees with the exact value. The contact density does not. As I add tighter functions, I get 2.29, 6.34, 15.6, 38.1 and 92.7, in units of the non-relativistic value $Z^3/\pi$. Do I need still tighter functions, or a finite nucleus? Or is something wrong with the formula?

## Answer

The formula is wrong for this orbital. The Fermi contact operator belongs to the non-relativistic Hamiltonian. With a point nucleus, your contact density has no basis-set limit. A finite nucleus provides a limit, but not the hyperfine field you want.

I use Hartree atomic units with $c=1/\alpha$, energies $E$ without the rest energy, and an electron $g$ factor of 2. The nucleus carries a point magnetic dipole $\boldsymbol\mu$. I assume $Z\alpha<\sqrt3/2$, which covers mercury; the reason for this bound appears below.

### Why the density diverges

The Dirac equation for the large and small components is

$$V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S .$$

The second equation gives

$$\psi_S=\frac{\kappa}{2c}\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L,\qquad
\kappa(r)=\frac{2c^2}{2c^2+E-V(r)} .$$

Inserting this into the first equation produces the operator $\tfrac12\,\boldsymbol\sigma\cdot\mathbf p\,\kappa\,\boldsymbol\sigma\cdot\mathbf p$. The product rule for Pauli matrices splits it:

$$\boldsymbol\sigma\cdot\mathbf p\,\kappa\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot\kappa\,\mathbf p+\frac{\kappa'}{r}\,\boldsymbol\sigma\cdot\mathbf L .$$

The last term is spin-orbit coupling, which the spin-free equation drops. It vanishes on an s orbital, so nothing is lost here. With $\psi_L=\phi(r)\chi$, where $\chi$ is a constant normalized spinor, the radial equation is

$$-\frac{1}{2r^2}\frac{d}{dr}\left(r^2\kappa\,\phi'\right)+V\phi=E\phi .$$

For a point nucleus, $V=-Z/r$ and

$$\kappa(r)=\frac{r}{(1+E/2c^2)\,r+r_T},\qquad r_T=\frac{Z}{2c^2}.$$

Far outside $r_T$, $\kappa$ tends to the constant $1/(1+E/2c^2)$, and the equation has the Schrödinger form with a rescaled kinetic term. The constant is close to 1 when $|E|\ll2c^2$; for the mercury 1s state it is about 1.1. Close to the nucleus, $-V$ exceeds $2c^2$ and $\kappa\approx r/r_T$ goes to zero. This weakens the kinetic term that would otherwise keep the orbital finite.

To find the behaviour there, insert $\phi=r^s$. The kinetic term becomes $-s(s+2)r^{s-1}/(2r_T)$ and the potential term is $-Zr^{s-1}$. The term $E\phi$ is smaller by one power of $r$. Hence

$$s(s+2)=-2Zr_T=-Z^2\alpha^2
\quad\Rightarrow\quad (s+1)^2=1-Z^2\alpha^2\equiv\gamma^2 .$$

The roots are $s=-1\pm\gamma$. The lower one makes the norm integral $\int r^{2+2s}dr=\int r^{-2\gamma}dr$ diverge at the origin, because $\gamma>1/2$ under the assumption above. The physical root is therefore

$$\phi\sim r^{\gamma-1}.$$

Since $\gamma<1$, $\phi(0)$ is infinite. The orbital is still normalizable and its energy is finite, so a good energy gives no warning.

Scalar ZORA omits $E$ from $\kappa$. This does not affect the leading terms at small $r$, so its s orbitals have the same exponent. Neither does a mean-field screening potential that is finite at the nucleus, so the argument also applies to outer s orbitals.

### What a Gaussian basis does with the divergence

Every s Gaussian is finite and flat at $r=0$. A basis with largest exponent $\zeta_{\max}$ can follow the rise of $\phi$ down to about $r_{\min}\sim\zeta_{\max}^{-1/2}$. Below that radius the computed orbital levels off, so

$$|\phi(0)|^2_{\rm basis}\sim r_{\min}^{2\gamma-2}\sim\zeta_{\max}^{\,1-\gamma}.$$

For mercury $\gamma=0.8119$ and the predicted exponent is 0.1881. Your last two bases have $\zeta_{\max}=3.41\times10^{11}$ and $3.86\times10^{13}$ bohr$^{-2}$, a ratio of 113. The predicted growth is $113^{0.1881}=2.43$, and your numbers give $92.7/38.1=2.43$. The numerical check finds the same exponent, within 0.003, for the Dirac 1s and 2s orbitals and for the ZORA 1s orbital.

### The operator that belongs to the orbital

The magnetic field enters through $\mathbf p\to\mathbf p+\mathbf A$, with $\mathbf A=\alpha^2\boldsymbol\mu\times\mathbf r/r^3$. In the Dirac equation the perturbation is $c\,\boldsymbol\alpha\cdot\mathbf A$, where the vector $\boldsymbol\alpha$ denotes the Dirac matrices. It couples the large component to the small one:

$$E_{\rm hf}=2c\,\mathrm{Re}\,\langle\psi_L|\boldsymbol\sigma\cdot\mathbf A|\psi_S\rangle .$$

Write $\mathbf n=\mathbf r/r$. Since $\mathbf p\,\phi=-i\phi'\mathbf n$,

$$\psi_S=-\frac{i}{2c}\,\kappa\phi'\,\boldsymbol\sigma\cdot\mathbf n\,\chi .$$

Because $\mathbf A\cdot\mathbf n=0$, the spin product is $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf n)=i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf n)$. The factors $-i$ and $i$ multiply to 1, leaving

$$E_{\rm hf}=\int\phi\,\kappa\phi'\;\chi^\dagger\boldsymbol\sigma\cdot(\mathbf A\times\mathbf n)\chi\;d^3r .$$

The vector product is

$$\mathbf A\times\mathbf n=\frac{\alpha^2}{r^2}(\boldsymbol\mu\times\mathbf n)\times\mathbf n
=\frac{\alpha^2}{r^2}\left[\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu\right].$$

The angular average of $\mathbf n(\mathbf n\cdot\boldsymbol\mu)$ is $\boldsymbol\mu/3$, so the bracket averages to $-\tfrac23\boldsymbol\mu$. The solid angle contributes $4\pi$, and the $r^2$ of the volume element cancels the $1/r^2$. The result is

$$E_{\rm hf}=\frac{4\pi}{3}\alpha^2\,\boldsymbol\mu\cdot\langle\boldsymbol\sigma\rangle\,D,
\qquad D=-2\int_0^\infty\phi\,\kappa\,\phi'\,dr .$$

Here $\langle\boldsymbol\sigma\rangle=\chi^\dagger\boldsymbol\sigma\chi$, and $\phi$ is scaled so that the large and small components together have norm 1.

Now set $\kappa=1$, its non-relativistic value. The integrand becomes a total derivative:

$$D\to-\int_0^\infty\frac{d(\phi^2)}{dr}\,dr=\phi(0)^2 .$$

This is the Fermi contact result. **The contact density therefore rests on $\kappa=1$ all the way to the nucleus.** Your calculation uses the true $\kappa$ to obtain the orbital and then $\kappa=1$ for the property, in the region where $\kappa$ goes to zero.

If $\kappa$ is kept, integration by parts gives

$$D=-\left[\kappa\phi^2\right]_0^\infty+\int_0^\infty\kappa'\phi^2\,dr .$$

For a point nucleus $\kappa\phi^2\sim r^{2\gamma-1}$ vanishes at the origin, again because $\gamma>1/2$. What remains is

$$D=\int_0^\infty\frac{r_T}{[(1+E/2c^2)\,r+r_T]^2}\,\phi(r)^2\,dr .$$

The delta function has been replaced by a distribution of width about $r_T$. Its integral over $r$ is $1/(1+E/2c^2)$. As $c\to\infty$, the width goes to zero and the integral goes to 1, so the contact operator returns. At finite $c$, the integrand behaves as $r^{2\gamma-2}$ near the origin. This is integrable for $\gamma>1/2$, that is, for $Z\alpha<\sqrt3/2$.

### The finite value for 1s

The 1s solution is $\phi=Nr^{\gamma-1}e^{-Zr}$ with $E=c^2(\gamma-1)$. To verify this, start from $1+E/2c^2=(1+\gamma)/2$. Since $(1-\gamma)(1+\gamma)=Z^2/c^2=2Zr_T$, this equals $Zr_T/(1-\gamma)$. Therefore

$$\kappa=\frac{(1-\gamma)\,r}{r_T(Zr+1-\gamma)},\qquad
\phi'=-\frac{Zr+1-\gamma}{r}\,\phi,\qquad
\kappa\phi'=-\frac{1-\gamma}{r_T}\,\phi .$$

The kinetic term of the radial equation is then

$$\frac{1-\gamma}{2r_T}\left(\frac{1+\gamma}{r}-Z\right)\phi
=\left[\frac Zr-c^2(1-\gamma)\right]\phi .$$

The first part cancels the potential and the second is $E\phi$, as required.

For the norm, the density of the small component is

$$\left(\frac{\kappa\phi'}{2c}\right)^2=\frac{(1-\gamma)^2c^2}{Z^2}\,\phi^2=\frac{1-\gamma}{1+\gamma}\,\phi^2 .$$

The total density is thus $2\phi^2/(1+\gamma)$, and normalization requires $\int r^2\phi^2dr=(1+\gamma)/(8\pi)$. The integrals with and without $r^2$ are Gamma functions, with ratio

$$\frac{\int\phi^2dr}{\int r^2\phi^2dr}
=(2Z)^2\,\frac{\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)}
=\frac{4Z^2}{2\gamma(2\gamma-1)} .$$

Putting these together,

$$D=\frac{2(1-\gamma)}{r_T}\int_0^\infty\phi^2dr
=\frac{4c^2(1-\gamma)}{Z}\,\frac{1+\gamma}{8\pi}\,\frac{4Z^2}{2\gamma(2\gamma-1)}
=\frac{Z^3}{\pi}\,\frac{1}{\gamma(2\gamma-1)} .$$

The last step uses $c^2(1-\gamma^2)=Z^2$. The factor tends to 1 for small $Z\alpha$. For mercury it is $1/(0.8119\times0.6238)=1.974$. With $Z^3/\pi=1.630\times10^5$ bohr$^{-3}$, this gives $D=3.218\times10^5$ bohr$^{-3}$. Writing $E_{\rm hf}=-\boldsymbol\mu\cdot\mathbf B$ gives $\mathbf B=-\tfrac{4\pi}{3}\alpha^2\langle\boldsymbol\sigma\rangle D$ with $|\langle\boldsymbol\sigma\rangle|=1$. Converted from the atomic unit of field to tesla, one bohr$^{-3}$ corresponds to 52.43 T, so for the point nucleus the field has magnitude $1.687\times10^7$ T.

### Your calculation again, with both quantities

These are densities in units of $Z^3/\pi$, from the same Dirac orbitals:

| $\zeta_{\max}$ (bohr$^{-2}$) | $\lvert\phi(0)\rvert^2$ | $D$ |
|---|---|---|
| $2.34\times10^{5}$ | 2.29 | 1.395 |
| $2.65\times10^{7}$ | 6.34 | 1.841 |
| $3.00\times10^{9}$ | 15.6 | 1.944 |
| $3.41\times10^{11}$ | 38.1 | 1.968 |
| $3.86\times10^{13}$ | 92.7 | 1.973 |

The contact density grows while $D$ approaches 1.974. Tight functions are needed for $D$ too, since much of it comes from $r<r_T=2.13\times10^{-3}$ bohr. The share depends on the form of the integral: it is 85.5 % of $\int\kappa'\phi^2dr$, and about half of $-2\int\phi\kappa\phi'dr$, because the two differ by the boundary term $\kappa\phi^2$ at $r_T$. The unresolved region $r<r_{\min}$ contributes an error of order $r_{\min}^{2\gamma-1}\sim\zeta_{\max}^{-(\gamma-1/2)}$. The predicted decay exponent is 0.312, and the computed one agrees.

Your smallest basis gives a contact density of 2.29, not far from the correct 1.974. That is no reason to stop there: the number depends on where the basis ends.

### Does a finite nucleus rescue the contact formula?

It removes the infinity. The potential is then finite at $r=0$, so $\phi(0)$ is finite and $\kappa(0)$ is small but not zero. The integration by parts now keeps its boundary term:

$$D=\kappa(0)\phi(0)^2+\int_0^\infty\kappa'\phi^2\,dr .$$

The contact formula still replaces this whole expression by $\phi(0)^2$.

As an example, I gave the nuclear charge a Gaussian distribution with a chosen rms radius of 5.5 fm, or $1.04\times10^{-4}$ bohr, and kept the magnetic dipole pointlike. The contact density converges to $6.09\,Z^3/\pi$, whereas $D=1.79\,Z^3/\pi$. The contact value is too large by a factor of $6.09/1.79=3.4$. In fields, that is $5.20\times10^7$ T instead of $1.53\times10^7$ T. A converged number is therefore no proof that the operator was right.

### What if the orbital comes from X2C?

X2C applies a unitary transformation $U$ that moves the electronic state into two components, $U\psi=(\phi_{2c},0)$. An expectation value is preserved if the operator is transformed as well:

$$\langle\psi|c\,\boldsymbol\alpha\cdot\mathbf A|\psi\rangle
=\langle U\psi|\,U\,c\,\boldsymbol\alpha\cdot\mathbf A\,U^\dagger|U\psi\rangle .$$

The transformed operator must reproduce the $D$ found above. Using a bare delta function with $\phi_{2c}$ instead is a picture-change error.

In this example the error is larger than for the Dirac large component. With the finite nucleus, the X2C contact density is $19.7\,Z^3/\pi$, which is 11 times $D$. With the point nucleus it rises by a factor between 4.9 and 5.6 at each enlargement of the basis, reaching about $3.1\times10^3\,Z^3/\pi$. This is faster than $\zeta_{\max}^{1-\gamma}$, and the local exponent has not settled. I have no derivation of a growth law for this orbital, so I claim no more than the observed growth.

### Why a light atom may not show the problem

For small $Z\alpha$, $1-\gamma\approx Z^2\alpha^2/2$. Once $r_{\min}$ is well below $r_T$, the scaling law predicts the following rise of the Dirac or ZORA contact density when $\zeta_{\max}$ is made 1000 times larger:

- $Z=10$: 1.9 %
- $Z=30$: 18 %
- $Z=50$: 61 %
- $Z=80$: 267 %

At $Z=10$ the drift is slow, 1.9 % for a thousandfold increase of $\zeta_{\max}$, although the point-nucleus limit is still infinite. For your mercury ion, keep the orbital and replace the property operator: compute $D$ from the large and small components, or use the correspondingly transformed operator in a two-component calculation.

## Computed results

```
Hydrogen-like mercury ion, Z = 80
speed of light c = 137.0360 a.u.
gamma = 0.81191, 1-gamma = 0.18809
width r_T = Z/(2c^2) = 2.1301e-03 bohr
Z^3/pi = 162974.7 bohr^-3
field per unit density = 52.4304 T bohr^3
basis: smallest exponent 40 bohr^-2, ratio 2.2
Energies in hartree, largest basis | formula
  non-relativistic 1s -3200.00 | -3200.00
  spin-free Dirac 1s  -3532.19 | -3532.19
  spin-free Dirac 2s  -904.85 | -904.85
  scalar ZORA 1s      -3898.87 | -3898.87
Point nucleus, 1s, densities in units of Z^3/pi
functions, zeta_max/bohr^-2: contact NR, ZORA, Dirac, X2C; D
  12 2.34e+05: 0.9036 3.148 2.291 4.246; 1.3949
  18 2.65e+07: 0.9909 8.776 6.343 21.743; 1.8411
  24 3.00e+09: 0.9991 21.600 15.624 106.833; 1.9440
  30 3.41e+11: 0.9999 52.639 38.082 557.621; 1.9675
  36 3.86e+13: 1.0000 128.171 92.728 3093.658; 1.9728
Growth exponents from the two largest bases
  Dirac 1s 0.18812, Dirac 2s 0.18812
  ZORA 1s 0.18811, X2C 1s 0.36219
D, closed formula = 1.97442 Z^3/pi
D, gradient quadrature = 1.97442 Z^3/pi
D, smeared quadrature = 1.97442 Z^3/pi
D, basis limit extrapolated = 1.97442 Z^3/pi
share of D from r < r_T = 85.5 %
decay exponent of D error = 0.3121, gamma-1/2 = 0.3119
D = 3.2178e+05 bohr^-3, field = 1.6871e+07 T
Gaussian nuclear charge, rms radius 5.5 fm = 1.0393e-04 bohr
  contact, Dirac large component = 6.087 Z^3/pi
  contact, X2C orbital = 19.736 Z^3/pi
  proper density D = 1.7932 Z^3/pi
  contact/D: Dirac 3.39, X2C 11.01
  field, proper = 1.532e+07 T
  field, Dirac contact = 5.201e+07 T
  field, X2C contact = 1.686e+08 T
Z: 1-gamma, rise of contact density for 1000 times larger zeta_max
  10: 0.00267, 1.9 %
  30: 0.02426, 18.2 %
  50: 0.06894, 61.0 %
  80: 0.18809, 266.7 %
```
